# Dirac Equation with Constant Axial and Vector Terms

## Question

A free spinor field obeys

$$(i\gamma^\mu\partial_\mu-\gamma^\mu a_\mu-\gamma^\mu b_\mu\gamma_5-m)\,\psi=0,$$

where $a_\mu$ and $b_\mu$ are real constant four-vectors and $m\ge 0$. Use $\hbar=c=1$, the metric $(+,-,-,-)$, $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$ and $\slashed v=\gamma^\mu v_\mu$. Bold letters denote the upper spatial components of a four-vector. Space is unbounded except in part (f).

**(a)** Set $a_\mu=0$. Show that a plane wave $\psi=e^{-ip\cdot x}u$ with $u\neq0$ requires

$$(p^2-m^2-b^2)^2+4b^2p^2-4(b\cdot p)^2=0.$$

**(b)** Still with $a_\mu=0$, find the Hamiltonian and explain why all four roots $p^0$ are real when $\mathbf p$ is real.

**(c)** Solve for the energies when $b^\mu=(0,\mathbf b)$ and when $b^\mu=(b^0,\mathbf 0)$. Interpret the splitting in each case.

**(d)** Take $m=1$, $b^\mu=(0,0,0,0.2)$ and $\mathbf k=(0.3,0,0.4)$, all in units of $m$. Evaluate the four energies and check the lower positive one in the equation of part (a).

**(e)** Restore $a_\mu$. Show that a phase transformation removes it, and find its effect on the energies. Can a similar transformation remove $b_\mu$?

**(f)** The field is now periodic along $x$ with period $L$. It does not depend on $y$ or $z$, $\mathbf b$ points along $z$ with $0<|\mathbf b|<m$, $b^0=0$, and $a_x$ is the only nonzero component of $a^\mu$. For which $a_x$ can the vector term still be removed?

## Model answers

### (a) The determinant

On a plane wave, $i\partial_\mu$ gives $p_\mu$, so

$$(\slashed p-\slashed b\gamma_5-m)u=0.$$

This is a homogeneous linear system of four equations. It has a nonzero solution if and only if its determinant $D$ vanishes.

A change of basis leaves $D$ unchanged, so we may choose the chiral basis,

$$\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\gamma^i=\begin{pmatrix}0&\sigma^i\\-\sigma^i&0\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}-1&0\\0&1\end{pmatrix},$$

where each entry is a $2\times2$ block. Define $S(v)=v^0-\boldsymbol\sigma\cdot\mathbf v$ and $\bar S(v)=v^0+\boldsymbol\sigma\cdot\mathbf v$. Since $\slashed v=\gamma^0v^0-\boldsymbol\gamma\cdot\mathbf v$,

$$\slashed p=\begin{pmatrix}0&S(p)\\\bar S(p)&0\end{pmatrix},\qquad
\slashed b\gamma_5=\begin{pmatrix}0&S(b)\\-\bar S(b)&0\end{pmatrix}.$$

The minus sign arises because $\gamma_5$, standing on the right, multiplies the first block column by $-1$. Both $S$ and $\bar S$ are linear, so

$$\slashed p-\slashed b\gamma_5-m=\begin{pmatrix}-m&B\\C&-m\end{pmatrix},\qquad B=S(p-b),\quad C=\bar S(p+b).$$

For $m\neq0$, multiply on the right by a matrix of determinant one:

$$\begin{pmatrix}-m&B\\C&-m\end{pmatrix}\begin{pmatrix}1&B/m\\0&1\end{pmatrix}
=\begin{pmatrix}-m&0\\C&CB/m-m\end{pmatrix}.$$

The result is block triangular, so its determinant is the product of the determinants of the diagonal blocks:

$$D=m^2\det\!\left(\frac{CB-m^2}{m}\right)=\det(CB-m^2)=\det(m^2-CB).$$

The factor $1/m$ in a $2\times2$ determinant gives $1/m^2$, and reversing the sign of a $2\times2$ matrix does not change its determinant. Both sides are polynomials in $m$, so the equality also holds at $m=0$.

If $x_1,x_2$ are the eigenvalues of $CB$, then

$$D=(m^2-x_1)(m^2-x_2)=m^4-m^2\,\mathrm{tr}(CB)+\det(CB).$$

For the trace, write $u=p+b$ and $v=p-b$. Then

$$\bar S(u)S(v)=u^0v^0-u^0\boldsymbol\sigma\cdot\mathbf v+v^0\boldsymbol\sigma\cdot\mathbf u-(\boldsymbol\sigma\cdot\mathbf u)(\boldsymbol\sigma\cdot\mathbf v).$$

The last product is $\mathbf u\cdot\mathbf v+i\boldsymbol\sigma\cdot(\mathbf u\times\mathbf v)$. The Pauli matrices are traceless and the unit matrix has trace 2, so

$$\mathrm{tr}(CB)=2(u^0v^0-\mathbf u\cdot\mathbf v)=2(p+b)\cdot(p-b)=2(p^2-b^2).$$

For the determinant, $\boldsymbol\sigma\cdot\mathbf v$ has eigenvalues $\pm|\mathbf v|$. Hence $\det S(v)=\det\bar S(v)=(v^0)^2-|\mathbf v|^2=v^2$, and

$$\det(CB)=(p+b)^2(p-b)^2=(p^2+b^2+2b\cdot p)(p^2+b^2-2b\cdot p)=(p^2+b^2)^2-4(b\cdot p)^2.$$

Putting these together,

$$D=m^4-2m^2p^2+2m^2b^2+(p^2)^2+2p^2b^2+(b^2)^2-4(b\cdot p)^2.$$

Compare this with

$$(p^2-m^2-b^2)^2=(p^2)^2+m^4+(b^2)^2-2p^2m^2-2p^2b^2+2m^2b^2.$$

The terms in $p^2b^2$ differ by $4p^2b^2$, and the remaining terms of the square all appear in $D$. Therefore

$$D=(p^2-m^2-b^2)^2+4b^2p^2-4(b\cdot p)^2,$$

and $D=0$ is the required condition. For $b=0$ it becomes $(p^2-m^2)^2=0$, the usual mass shell with each root doubled by spin.

### (b) Hamiltonian and real roots

Multiply the plane-wave equation by $\gamma^0$ and write $\beta=\gamma^0$, $\alpha^i=\gamma^0\gamma^i$. The axial term becomes

$$\gamma^0\slashed b\gamma_5=b^0\gamma_5-\boldsymbol\alpha\cdot\mathbf b\,\gamma_5.$$

In the chiral basis $\alpha^i=\mathrm{diag}(-\sigma^i,\sigma^i)$, so $\alpha^i\gamma_5=\mathrm{diag}(\sigma^i,\sigma^i)=\Sigma^i$, which is twice the spin operator. The equation is then $p^0u=Hu$ with

$$H=\boldsymbol\alpha\cdot\mathbf p+\beta m+b^0\gamma_5-\boldsymbol\Sigma\cdot\mathbf b.$$

Every matrix here is Hermitian and every coefficient is real, so $H$ is Hermitian and its four eigenvalues are real. Since $\det\gamma^0=1$, we also have $D=\det(p^0-H)$. The roots of $D$ are therefore these eigenvalues, with the same multiplicities.

The spatial part of $b$ acts on the spin like a uniform field. It is not a magnetic field, however. The vector potential of a magnetic field enters through the momentum, and the extra term for an anomalous magnetic moment contains $\beta\boldsymbol\Sigma$, whereas $\mathbf b$ multiplies $\boldsymbol\Sigma$ alone.

### (c) Two special cases

**Spacelike $b$.** Let $B_s=|\mathbf b|>0$, and split $\mathbf k=\mathbf p$ into a component $k_\parallel$ along $\mathbf b$ and a part of length $k_\perp$ perpendicular to it. With $s=E^2-\mathbf k^2$, the invariants are $p^2=s$, $b^2=-B_s^2$ and $b\cdot p=-B_sk_\parallel$. The condition becomes

$$(s-m^2+B_s^2)^2-4B_s^2s-4B_s^2k_\parallel^2=0.$$

The coefficient of $s$ is $-2(m^2-B_s^2)-4B_s^2=-2(m^2+B_s^2)$. Completing the square gives

$$(s-m^2-B_s^2)^2=(m^2+B_s^2)^2-(m^2-B_s^2)^2+4B_s^2k_\parallel^2=4B_s^2(m^2+k_\parallel^2).$$

Let $w=\sqrt{m^2+k_\parallel^2}$. Taking the root and adding $\mathbf k^2=k_\perp^2+k_\parallel^2$,

$$E^2=k_\perp^2+w^2+B_s^2\pm2B_sw=k_\perp^2+(w\pm B_s)^2.$$

At rest, $H=\beta m-\boldsymbol\Sigma\cdot\mathbf b$. Its two terms commute, so for $B_s<m$ the positive levels are $m-B_s$, with spin along $\mathbf b$, and $m+B_s$, with spin opposite to $\mathbf b$. At rest the splitting is thus a spin splitting. For $B_s<m$, so that $w>B_s$, the same labelling holds for motion along $\mathbf b$, where $\boldsymbol\Sigma\cdot\mathbf b$ still commutes with $H$. For $k_\perp\neq0$ the transverse part of $\boldsymbol\alpha\cdot\mathbf k$ does not commute with $\boldsymbol\Sigma\cdot\mathbf b$, and the two branches are no longer eigenstates of the spin along $\mathbf b$.

Since $w\ge m$, the lowest positive energy for $B_s<m$ is $m-B_s$, reached at $\mathbf k=0$. If $B_s\ge m$, the lower branch reaches $E=0$ where $k_\perp=0$ and $k_\parallel^2=B_s^2-m^2$. The gap between positive and negative energies has then closed.

**Timelike $b$.** Now $b^2=(b^0)^2$ and $b\cdot p=b^0E$. With the same $s$,

$$(s-m^2-(b^0)^2)^2+4(b^0)^2s-4(b^0)^2E^2=0.$$

Because $s-E^2=-\mathbf k^2$, this is $(s-m^2-(b^0)^2)^2=4(b^0)^2\mathbf k^2$. Hence

$$E^2=m^2+\mathbf k^2+(b^0)^2\pm2|b^0||\mathbf k|=m^2+(|\mathbf k|\pm|b^0|)^2.$$

The sign is fixed by helicity. From $\boldsymbol\alpha=\gamma_5\boldsymbol\Sigma$, a state with $\boldsymbol\Sigma\cdot\mathbf k=h|\mathbf k|$, $h=\pm1$, has $H=\gamma_5(h|\mathbf k|+b^0)+\beta m$. As $\gamma_5$ and $\beta$ anticommute and each squares to one, $H^2=(h|\mathbf k|+b^0)^2+m^2$. At $\mathbf k=0$ the two helicity branches meet at $E=\sqrt{m^2+(b^0)^2}$, so a timelike $b$ does not split the levels at zero momentum. Zero momentum is not rest here: differentiating $E^2=m^2+(|\mathbf k|\pm|b^0|)^2$ shows that the branches leave $\mathbf k=0$ with slopes $\pm|b^0|/E$, and the lower branch has its minimum $E=m$ at $|\mathbf k|=|b^0|$.

### (d) Numbers

All energies and momenta are in units of $m$. Here $k_\perp=0.3$, $k_\parallel=0.4$ and $w=\sqrt{1+0.16}=1.0770$. The two positive energies are

$$E_-=\sqrt{0.09+(0.8770)^2}=0.9269,\qquad E_+=\sqrt{0.09+(1.2770)^2}=1.3118,$$

and the negative ones are $-0.9269$ and $-1.3118$. Without $b$, both positive energies would be $\sqrt{1.25}=1.1180$.

For $E_-$ the invariants are $p^2=E_-^2-0.25=0.85919-0.25=0.60919$ (with $E_-^2$ taken before rounding $E_-$), $b^2=-0.04$ and $b\cdot p=-0.2\times0.4=-0.08$. The three terms of the condition are

- $(0.60919-1+0.04)^2=0.12307$,
- $4(-0.04)(0.60919)=-0.09747$,
- $-4(-0.08)^2=-0.02560$.

Their sum is zero to the digits shown. The signs matter: $b^2$ is negative for a spacelike vector, so the second term is negative here.

The splitting is $E_+-E_-=0.3849$, slightly below the rest value $1.2-0.8=0.4$. The reason follows from $E_+^2-E_-^2=4B_sw$, which gives

$$E_+-E_-=\frac{4B_sw}{E_++E_-}\approx\frac{2B_sw}{\sqrt{m^2+\mathbf k^2}}$$

to first order in $B_s$. The ratio $w/\sqrt{m^2+\mathbf k^2}$ is below one whenever $k_\perp\neq0$, so at this order transverse motion reduces the splitting.

For comparison, a timelike $b^0=0.2$ at the same $|\mathbf k|=0.5$ gives $\sqrt{1+0.3^2}=1.0440$ and $\sqrt{1+0.7^2}=1.2207$.

### (e) Removing the vector term

Set $\psi=e^{-ia\cdot x}\chi$. Since $\partial_\mu(a\cdot x)=a_\mu$,

$$i\partial_\mu\psi=e^{-ia\cdot x}(i\partial_\mu+a_\mu)\chi.$$

Contracting with $\gamma^\mu$ produces $+\slashed a$, which cancels the $-\slashed a$ in the equation:

$$(i\slashed\partial-\slashed a-\slashed b\gamma_5-m)\psi=e^{-ia\cdot x}(i\slashed\partial-\slashed b\gamma_5-m)\chi.$$

The phase never vanishes, so $\psi$ solves the original equation if and only if $\chi$ solves the one without $a_\mu$. The phase also cancels in $\bar\psi\gamma^\mu\psi$, so the density and current are unchanged.

If $\chi$ has four-momentum $q$, then $\psi$ has $p=q+a$. Thus $p$ is replaced by $p-a$ in the condition of part (a), and each energy branch obeys

$$E_a(\mathbf p)=a^0+E_0(\mathbf p-\mathbf a).$$

Take $a^\mu=(0.05,0.1,0,-0.3)$ with the spacelike $b$ of part (d). At the old label $\mathbf p=\mathbf k$, the positive energies become $1.0901$ and $1.4847$, which looks like a physical change. At the shifted label $\mathbf p=\mathbf k+\mathbf a=(0.4,0,0.1)$ they are $0.9769$ and $1.3618$. Subtracting $a^0=0.05$ recovers $0.9269$ and $1.3118$. The vector term has only moved the origin of energy and momentum.

The argument needs $a_\mu$ to be a gradient, which a constant vector is. A varying $a_\mu(x)$ with $\partial_\mu a_\nu\neq\partial_\nu a_\mu$ cannot equal $\partial_\mu\theta$ for any smooth $\theta$, so this phase is not available. The argument also concerns a single field. If two fields with different vectors $a_1,a_2$ are coupled by a term $\bar\psi_1\psi_2$, the two phases leave a factor $e^{i(a_1-a_2)\cdot x}$ in the coupling.

**The axial term.** The corresponding attempt is $\psi=e^{-i\gamma_5\theta}\chi$ with $\theta=b\cdot x$. Because $\gamma^\mu\gamma_5=-\gamma_5\gamma^\mu$, moving $\gamma^\mu$ through the exponential reverses its sign: $\gamma^\mu e^{-i\gamma_5\theta}=e^{i\gamma_5\theta}\gamma^\mu$. The product rule then gives

$$i\slashed\partial\psi=\slashed b\gamma_5\psi+e^{i\gamma_5\theta}\,i\slashed\partial\chi.$$

The first term cancels the axial term, but the mass term does not keep its form:

$$(i\slashed\partial-\slashed b\gamma_5-m)\psi=e^{i\gamma_5\theta}\left(i\slashed\partial-m\,e^{-2i\gamma_5 b\cdot x}\right)\chi.$$

For $m=0$ the vector $b_\mu$ disappears from the wave equation. This says nothing about the quantized theory. For $m\neq0$ it has been moved into a mass term that varies with $b\cdot x$: in space only if $b^0=0$, in time only if $\mathbf b=0$, and otherwise in both. The rest splitting found in part (c) confirms that a spacelike $b$ then has an effect that relabelling energy and momentum cannot undo.

### (f) Periodic space

With $a_x$ the only component, $a\cdot x=-a_xx$, so $\psi=e^{ia_xx}\chi$. Periodicity of $\psi$ requires

$$\chi(x+L)=e^{-ia_xL}\chi(x).$$

The vector term has left the differential equation but reappears in the boundary condition. The momenta of $\chi$ are $q_n=2\pi n/L-a_x$, with $n$ an integer. Motion is perpendicular to $\mathbf b$, so $k_\parallel=0$ and $w=m$. By part (c), the lower positive branch is

$$E_n=\sqrt{q_n^2+(m-|\mathbf b|)^2}.$$

If $a_xL=2\pi N$ with integer $N$, then $\chi$ is periodic and the levels are merely renumbered. For any other $a_x$ no $q_n$ is zero, so the lowest positive energy lies above $m-|\mathbf b|$, its value at $a_x=0$. The vector term is therefore removable if and only if $a_x$ is an integer multiple of $2\pi/L$.

For $L=10/m$ and $|\mathbf b|=0.2\,m$, the quantum is $2\pi/L=0.6283\,m$. The lowest positive energy is $0.8000\,m$ for $a_x=0$ and again for $a_x$ equal to one quantum. For half a quantum, $|q_n|$ is at least $0.3142\,m$, and the lowest energy rises to $\sqrt{0.3142^2+0.8^2}\,m=0.8595\,m$. These values also appear in the numerical output below, where they come from diagonalizing the ring Hamiltonian.

## Computed results

```
Units: hbar = c = 1; m is the unit of energy and momentum
mass: 1.000000 [m]
axial vector b (t,x,y,z): 0.000000 0.000000 0.000000 0.200000 [m]
momentum k (x,y,z): 0.300000 0.000000 0.400000 [m]
four energies, a = b = 0: -1.118034 -1.118034 1.118034 1.118034 [m]
four energies, a = 0, spacelike b: -1.311798 -0.926923 0.926923 1.311798 [m]
splitting of the positive energies: 0.384874 [m]
Lower positive energy put into the dispersion relation:
p^2: 0.609187 [m^2]
b^2: -0.040000 [m^2]
b.p: -0.080000 [m^2]
(p^2-m^2-b^2)^2: 0.123070 [m^4]
4 b^2 p^2: -0.097470 [m^4]
-4 (b.p)^2: -0.025600 [m^4]
sum of terms is zero within 1e-12: True
positive rest energies: 0.800000 1.200000 [m]
their Sigma_z values: 1.000000 -1.000000 [dimensionless]
timelike b, component b0: 0.200000 [m]
four energies, a = 0, timelike b: -1.220656 -1.044031 1.044031 1.220656 [m]
vector term a (t,x,y,z): 0.050000 0.100000 0.000000 -0.300000 [m]
energies with a and spacelike b at p = k: -1.384664 -0.990066 1.090066 1.484664 [m]
shifted momentum k + a: 0.400000 0.000000 0.100000 [m]
energies with a and spacelike b at p = k + a: -1.261798 -0.876923 0.976923 1.361798 [m]
same energies minus a0: -1.311798 -0.926923 0.926923 1.311798 [m]
vector phase, largest difference: 7.6e-13 [m]
axial phase, largest difference: 3.9e-13 [m]
ring length: 10.000000 [1/m]
ring momentum quantum 2 pi/L: 0.628319 [m]
lowest positive ring energy, a_x = 0: 0.800000 [m]
lowest positive ring energy, a_x = half quantum: 0.859474 [m]
lowest positive ring energy, a_x = one quantum: 0.800000 [m]
```
